# Temperature shift of an ideal free-exciton phonon replica in silicon

## Problem

In silicon the lowest conduction-band states and the highest valence-band states lie at different crystal momenta. An exciton, an electron and hole bound to each other, can recombine there by emitting a photon together with a phonon that takes up the momentum difference. The resulting emission line is called a phonon replica.

Describe the gap by the Varshni formula

\[
E_g(T)=E_0-\frac{\alpha T^2}{T+\beta},
\]

with the commonly used fit parameters \(E_0=1.170\) eV, \(\alpha=4.73\times10^{-4}\) eV/K and \(\beta=636\) K. Take rough typical values for the exciton binding energy, \(E_b=15\) meV, and for the phonon energy, \(\Omega=58\) meV.

The ideal model makes these assumptions:

- All electron–hole pairs are bound in the lowest (1s) exciton state and move freely through the crystal.
- They are dilute and in thermal equilibrium with the lattice.
- Their kinetic energy is quadratic in momentum.
- One phonon branch takes part, and the emission matrix element does not depend on the exciton's momentum.
- \(E_b\) and \(\Omega\) do not change with temperature.

The spectrum is the number of photons emitted per unit time and per unit photon energy; this is called the intensity below.

**(a)** Find the line shape and the position of its peak.

**(b)** By how many meV per kelvin does the peak move at 300 K?

**(c)** Find the peak energy, the corresponding wavelength, and the shift when the sample warms from 300 to 310 K.

## Hints

1. Write the energy balance for one exciton with kinetic energy \(\varepsilon\). Which terms depend on temperature, and which on \(\varepsilon\)?
2. The phonon can take up any exciton momentum. Excitons of every kinetic energy therefore emit, and the spectrum maps their energy distribution.
3. That distribution is a density of states times a Boltzmann factor. Rescaling the momentum components removes unequal masses.
4. The peak is the most probable kinetic energy, which differs from the mean.
5. Differentiate the Varshni formula with the quotient rule and keep the sign of each contribution.

## Solution

### Energy balance

The algebra uses atomic units, \(\hbar=m_e=e=1\), and keeps Boltzmann's constant \(k_B\). Let \(\mathbf K\) be the exciton momentum measured from the minimum of the exciton band, and \(M_i\) the exciton masses along the principal axes. The kinetic energy is

\[
\varepsilon=\sum_{i=1}^{3}\frac{K_i^2}{2M_i}.
\]

Before emission the exciton carries the energy \(E_g-E_b+\varepsilon\). Afterwards this energy is shared between a photon of energy \(E\) and a phonon of energy \(\Omega\), so

\[
E=E_g(T)-E_b-\Omega+\varepsilon .
\]

The smallest photon energy, \(E_{\rm edge}=E_g-E_b-\Omega\), belongs to an exciton at rest. Kinetic energy adds to the photon energy, so the line extends upward from this edge.

If a phonon is absorbed instead, \(-\Omega\) becomes \(+\Omega\). The line moves to higher energy, but its temperature slope is unchanged because \(\Omega\) is constant. The thermal number of phonons changes the height of an isolated replica and not the position of its peak, since it multiplies all \(\varepsilon\) equally.

### Density of states

In a crystal of volume \(V\), the allowed momenta have density \(V/(2\pi)^3\). Substitute \(K_i=\sqrt{M_i}\,q_i\). Then \(\varepsilon=q^2/2\), and the states below energy \(\varepsilon\) fill a sphere of radius \(\sqrt{2\varepsilon}\) in \(\mathbf q\)-space. The volume element contributes \(\sqrt{M_1M_2M_3}\), so

\[
N(\varepsilon)=\frac{V}{(2\pi)^3}\sqrt{M_1M_2M_3}\;\frac{4\pi}{3}(2\varepsilon)^{3/2}.
\]

Since \(d(2\varepsilon)^{3/2}/d\varepsilon=3(2\varepsilon)^{1/2}\), the density of states is

\[
\frac{dN}{d\varepsilon}=\frac{V}{2\pi^2}\sqrt{M_1M_2M_3}\,\sqrt{2\varepsilon}\;\propto\;\sqrt{\varepsilon}.
\]

Unequal masses change the prefactor and leave the square root intact. Several equivalent minima also change only the prefactor.

### Thermal occupation and line shape

For a dilute gas the occupation of a state is proportional to \(e^{-\varepsilon/k_BT}\). The gas is dilute if \(n\lambda_T^3\ll1\), where \(n\) is the exciton density, \(\lambda_T=\sqrt{2\pi/(Mk_BT)}\) and \(M=(M_1M_2M_3)^{1/3}\). For \(n=10^{16}\) cm\(^{-3}\) and rough masses of 1.4, 0.7 and 0.7 electron masses, \(n\lambda_T^3\approx10^{-3}\) at 300 K, so the Boltzmann factor is justified. This test concerns the statistics only. In equilibrium at 300 K such an exciton density comes with roughly \(6\times10^{16}\) cm\(^{-3}\) free electrons and as many holes (for a dielectric constant of 11.7). Their screening length, about 11 nm, is not large beside the exciton Bohr radius of about 4 nm, so an unscreened, constant \(E_b\) requires much lower densities.

With a constant matrix element, the intensity is the density of states times the occupation:

\[
I(\varepsilon)\propto\sqrt{\varepsilon}\,e^{-\varepsilon/k_BT},\qquad \varepsilon=E-E_{\rm edge}\ge0 .
\]

The square root makes the line vanish at its edge, where there are no states. The exponential suppresses the high-energy side.

### Peak position

The logarithm has its maximum at the same place as \(I\) and is easier to differentiate:

\[
\ln I=\tfrac12\ln\varepsilon-\frac{\varepsilon}{k_BT}+\text{constant},
\qquad
\frac{d\ln I}{d\varepsilon}=\frac{1}{2\varepsilon}-\frac{1}{k_BT}.
\]

Setting the derivative to zero gives \(\varepsilon=k_BT/2\). The second derivative, \(-1/(2\varepsilon^2)\), is negative, so this is a maximum. Hence

\[
E_{\rm peak}(T)=E_g(T)-E_b-\Omega+\frac{k_BT}{2}.
\]

This answers part (a).

The mean kinetic energy is larger. With \(y=\varepsilon/k_BT\),

\[
\langle\varepsilon\rangle=k_BT\,
\frac{\int_0^\infty y^{3/2}e^{-y}\,dy}{\int_0^\infty y^{1/2}e^{-y}\,dy}
=\frac32\,k_BT .
\]

The last step integrates the numerator by parts: the boundary term vanishes, and what remains is \(\tfrac32\) times the denominator. At 300 K the peak lies 12.9 meV above the edge and the mean 38.8 meV above it. The long high-energy tail pulls the mean upward without moving the maximum. A slope computed from \(\tfrac32k_BT\) would describe the centre of gravity of the line, which is a different quantity.

### Temperature slope

The quotient rule gives

\[
\frac{d}{dT}\frac{T^2}{T+\beta}
=\frac{2T(T+\beta)-T^2}{(T+\beta)^2}
=\frac{T(T+2\beta)}{(T+\beta)^2}.
\]

The Varshni formula carries a minus sign in front of this term. Since \(E_b\) and \(\Omega\) are constant,

\[
\frac{dE_{\rm peak}}{dT}
=-\alpha\,\frac{T(T+2\beta)}{(T+\beta)^2}+\frac{k_B}{2}.
\]

At 300 K the fraction is

\[
\frac{300\times(300+1272)}{936^2}=\frac{471600}{876096}=0.5383,
\]

and the gap slope is \(-4.73\times10^{-4}\times0.5383\) eV/K, or \(-0.2546\) meV/K. The thermal part is half of \(k_B=0.08617\) meV/K. Therefore

\[
\frac{dE_{\rm peak}}{dT}=-0.2546+0.0431=-0.2115\ \text{meV/K}\approx-0.21\ \text{meV/K}.
\]

This answers part (b). The shrinking gap pulls the line down, and the growing kinetic energy cancels about one sixth of that motion. As a test, the maximum of the spectrum was located numerically at 299 and 301 K; the difference quotient is also \(-0.2115\) meV/K.

The second digit depends on the fit. Changing \(\alpha\) and \(\beta\) independently by 5 percent up or down gives slopes from \(-0.192\) to \(-0.232\) meV/K.

### How the slope changes with temperature

Because \(T(T+2\beta)=(T+\beta)^2-\beta^2\), the slope can also be written as

\[
\frac{dE_{\rm peak}}{dT}
=-\alpha\left[1-\frac{\beta^2}{(T+\beta)^2}\right]+\frac{k_B}{2}.
\]

The bracket grows with \(T\), so the slope becomes steadily more negative: \(-0.186\) meV/K at 250 K and \(-0.233\) meV/K at 350 K. The value \(-0.21\) meV/K is thus a local slope at 300 K.

As \(T\to0\) the bracket vanishes and the slope tends to \(+k_B/2\). In this model the peak of a very cold sample first moves up on warming. In the formal limit \(T\gg\beta\) the slope tends to \(-\alpha+k_B/2\approx-0.43\) meV/K.

### Peak energy, wavelength and a 10 K rise

The gap at 300 K is

\[
E_g=1.170-\frac{4.73\times10^{-4}\times300^2}{936}=1.1245\ \text{eV}.
\]

Subtracting 0.015 eV for binding and 0.058 eV for the phonon puts the edge at 1.0515 eV. Adding \(k_BT/2=0.0129\) eV gives

\[
E_{\rm peak}=1.0644\ \text{eV},\qquad \lambda=\frac{hc}{E_{\rm peak}}\approx1165\ \text{nm}.
\]

Differentiating \(\lambda=hc/E\) gives \(d\lambda/dT=-(\lambda/E)\,dE/dT\). The minus sign turns the falling energy into a rising wavelength:

\[
\frac{d\lambda}{dT}=\frac{1164.8\ \text{nm}}{1064.4\ \text{meV}}\times0.2115\ \text{meV/K}\approx0.23\ \text{nm/K}.
\]

From 300 to 310 K the peak moves by \(-2.14\) meV. The constant slope would give \(-2.12\) meV; the difference arises because the slope steepens on warming. This completes part (c).

The full width of the line at half maximum is 46.4 meV, about \(1.8\,k_BT\). A 10 K rise therefore moves the peak by less than 5 percent of the width. A larger temperature range makes the shift easier to resolve.

### Small corrections to the ideal line

**Photon-energy factors.** If the momentum matrix element and the energy denominators of the two-step process are held fixed, the emission rate contains one factor of \(E\). The photon density of states supplies \(E^2\), and the squared vector potential of one photon supplies \(1/E\). Plotting per unit wavelength brings in \(|dE/d\lambda|=E^2/(hc)\), hence two more factors. For a total factor \(E^m\), the peak condition becomes

\[
\frac{1}{2\varepsilon}-\frac{1}{k_BT}+\frac{m}{E}=0 .
\]

The added term is positive and moves the peak up. It changes the slope by \(+0.002\) meV/K for \(m=1\) and by \(+0.007\) meV/K for \(m=3\).

**Broadening.** Suppose the line is smeared by a Gaussian of fixed standard deviation \(\sigma\). To leading order this replaces \(I\) by \(I+\tfrac12\sigma^2I''\), which moves the maximum by \(-\sigma^2I'''/(2I'')\). At the peak \((\ln I)'=0\), so \(I''/I=(\ln I)''=-2/(k_BT)^2\) and \(I'''/I=(\ln I)'''=1/\varepsilon^3=8/(k_BT)^3\). The shift is \(+2\sigma^2/(k_BT)\), which decreases on warming. For \(\sigma=5\) meV the estimate is 1.9 meV; the full convolution gives 2.1 meV and a slope change of \(-0.007\) meV/K.

**Phonon softening.** If \(\Omega\) fell by 1 percent over 300 K, an assumed amount, the emission line would gain \(0.01\times58/300\approx0.002\) meV/K.

Each of these corrections is small beside 0.21 meV/K. The assumption that all pairs are bound is more serious and is examined in the second variation.

## Variation 1: a matrix element that vanishes at the minimum

**Question.** Suppose symmetry forbids the emission at \(\mathbf K=0\), and the matrix element grows linearly with \(K\). Take equal masses and keep the other assumptions. What is the slope at 300 K?

**Solution.** The rate contains the squared matrix element, which is proportional to \(K^2\) and hence to \(\varepsilon\). This multiplies the earlier line shape:

\[
I\propto\varepsilon^{3/2}e^{-\varepsilon/k_BT},
\qquad
\frac{3}{2\varepsilon}-\frac{1}{k_BT}=0,
\qquad
\varepsilon=\frac32\,k_BT .
\]

The thermal slope is now \(\tfrac32k_B=0.129\) meV/K, and the total is \(-0.125\) meV/K. The faster excitons emit more strongly, so the upward thermal contribution to the slope is three times as large as before. The shrinking gap still outweighs it, and the peak moves down on warming. The result \(-0.21\) meV/K therefore requires an allowed replica.

## Variation 2: pairs that are not bound

**Question.** At 300 K, \(k_BT=25.9\) meV exceeds the binding energy of 15 meV, so many pairs should be unbound. How does the slope change (i) for electrons and holes that do not interact, and (ii) when their attraction is included?

**Solution (i).** The kinetic energy of a pair has two parts: \(x\) for the relative motion and \(\varepsilon-x\) for the centre of mass. Each part has a square-root density of states. The phonon again takes up any total momentum, so all divisions of the energy contribute. With \(x=\varepsilon s\),

\[
\int_0^\varepsilon\sqrt{x}\,\sqrt{\varepsilon-x}\,dx
=\varepsilon^2\int_0^1\sqrt{s(1-s)}\,ds\;\propto\;\varepsilon^2 .
\]

The spectrum \(\varepsilon^2e^{-\varepsilon/k_BT}\) starts at \(E_g-\Omega\) and peaks where \(2/\varepsilon=1/k_BT\), at \(\varepsilon=2k_BT\). The slope is \(-0.2546+2\times0.08617=-0.082\) meV/K.

**Solution (ii).** Recombination requires the electron and hole to meet, so each state of relative motion is weighted by its probability density at zero separation. Treat the pair as a hydrogen-like system with binding energy \(R=E_b\) and Bohr radius \(a\). Its bound s states have density \(1/(\pi n^3a^3)\) at the origin.

For free motion \(ka=\sqrt{x/R}\), and the density of states per volume is

\[
\frac{k^2}{2\pi^2}\frac{dk}{dx}=\frac{\sqrt{x}}{4\pi^2a^3R^{3/2}} .
\]

Multiplying all weights by \(4\pi^2a^3R^{3/2}\) turns the free weight into \(\sqrt x\) and the bound weights into \(4\pi R^{3/2}/n^3\). Attraction enhances the continuum by the Sommerfeld factor \(z/(1-e^{-z})\) with \(z=2\pi\sqrt{R/x}\), a result of the hydrogen scattering problem. The weights are then

\[
W_n=\frac{4\pi R^{3/2}}{n^3},
\qquad
w(x)=\frac{2\pi\sqrt R}{1-e^{-2\pi\sqrt{R/x}}} .
\]

These hydrogen results were tested by solving the radial equation numerically. The bound weights for \(n=1,2\) agreed within 1 percent, and the continuum weight at \(x=0.5R\) and \(2R\) within 0.2 percent.

Let \(\eta=E-(E_g-\Omega)\). Combining each relative state with the centre-of-mass motion gives

\[
I(\eta)\propto e^{-\eta/k_BT}\left[\sum_n W_n\sqrt{\eta+\frac{R}{n^2}}
+\int_0^{\eta}w(x)\sqrt{\eta-x}\,dx\right].
\]

Terms with a negative argument under the root are absent, and the integral is absent for \(\eta<0\). If \(R\gg k_BT\), the 1s term dominates and the peak lies \(k_BT/2\) above the exciton edge. If \(R\to0\), the bound weights vanish, \(w\to\sqrt x\), and the peak moves to \(2k_BT\).

For \(R=15\) meV at 300 K, the numerical maximum lies 22.9 meV above the 1s edge, compared with 12.9 meV for the ideal line. The 1s excitons supply about 62 percent of the emission. This is a share of the emission and not of the pairs: most pairs are unbound at 300 K, and the 1s state is favoured by its large weight at zero separation. The slope at 300 K is \(-0.14\) meV/K, between the ideal exciton value and that of non-interacting pairs. It is a local value, running from \(-0.12\) meV/K at 260 K to \(-0.16\) meV/K at 350 K. Near 200 K the maximum of a nearly unbroadened line jumps by a few meV, from the 1s peak to a second maximum above the \(n=2\) threshold.

## What this means for silicon

The gap parameters, binding energy and phonon energy used here are typical of silicon, and the emission lies in the near infrared, as it does for silicon light emitters. Neither model gives the peak position of the real material: they place it at 1.064 and 1.074 eV, whereas the room-temperature emission of silicon without reabsorption peaks near 1.09 to 1.10 eV. One assumption that clearly fails at room temperature is that every pair is a 1s exciton. In the hydrogen-like model, dropping it changes the slope from \(-0.21\) to \(-0.14\) meV/K, far more than any of the small corrections to the ideal line. Those corrections must be sized again for the flatter line of this model: the factor \(E^m\) changes its slope by \(+0.007\) meV/K for \(m=1\) and by \(+0.02\) meV/K for \(m=3\).

The difference matters if the peak is used as a thermometer. A shift of \(-2.1\) meV read with the ideal slope indicates a rise of 10 K; with the slope \(-0.14\) meV/K it indicates 15 K. The second model is itself simplified: it leaves out screening by other carriers, the true band anisotropy in the relative motion, the departure of the valence bands from a quadratic energy law, overlapping phonon branches and reabsorption in thick samples. A thermometer therefore needs calibration on the device itself.

The inputs and computed values are collected in the numerical output below.

## Numbers as computed

```
Varshni gap at 0 K: 1.170 eV
Varshni alpha: 4.730e-04 eV/K
Varshni beta: 636 K
Temperature: 300 K
Exciton binding energy (rough): 15 meV
Phonon energy (rough): 58 meV
Exciton masses (rough): (1.4, 0.7, 0.7) electron masses
Boltzmann constant: 0.08617 meV/K
Thermal energy k_B T: 25.85 meV
Largest state-count error: 0.049 percent
Gap at 300 K: 1.1245 eV
Replica edge at 300 K: 1.0515 eV
Peak above edge, k_B T/2: 12.93 meV
Mean kinetic energy: 38.78 meV
Peak photon energy: 1.0644 eV
Wavelength at energy peak: 1164.8 nm
Full width at half maximum: 46.4 meV
Gap slope: -0.2546 meV/K
Thermal slope k_B/2: 0.0431 meV/K
Ideal peak slope, formula: -0.2115 meV/K
Ideal peak slope, numerical maximum: -0.2115 meV/K
Wavelength slope: 0.231 nm/K
Peak shift from 300 to 310 K: -2.14 meV
Ideal slope at 250 K: -0.1862 meV/K
Ideal slope at 350 K: -0.2331 meV/K
Slope, alpha and beta varied 5 percent, lowest: -0.232 meV/K
Slope, alpha and beta varied 5 percent, highest: -0.192 meV/K
Slope if matrix element is linear in K: -0.1254 meV/K
1s share of emission with unbound pairs: 61.9 percent
Full pair peak above 1s edge: 22.86 meV
Full pair peak slope: -0.1409 meV/K
Uncorrelated pair peak slope: -0.0823 meV/K
Slope change, prefactor E^1: +0.0022 meV/K
Slope change, prefactor E^3: +0.0072 meV/K
Gaussian broadening, standard deviation: 5.0 meV
Peak shift from broadening: +2.14 meV
Slope change from broadening: -0.0073 meV/K
Assumed phonon softening over 300 K: 1.0 percent
Slope change from phonon softening: +0.0019 meV/K
Exciton density for degeneracy check: 1.0e+16 cm^-3
Density times thermal length cubed: 9.62e-04 (no unit)
```
